\section*{The Quantum Floor of Contact Resistivity from Counting Transverse Modes}

\section{A contact with nothing wrong with it}

As a transistor shrinks, the resistance of its metal contacts grows in inverse proportion to their area, while the channel between them becomes shorter. Suppose the metal met the semiconductor with no barrier, no interface layer and no reflection. A resistance would remain, because the semiconductor offers a finite number of electron waves to carry the current. How small can the contact resistivity, resistance times area, then be?

One fully transmitting wave, counted with both spins, has conductance $2e^2/h=7.75\times10^{-5}$ S, or a resistance of $12.9\ \mathrm{k\Omega}$. At electron density $n=10^{20}\ \mathrm{cm^{-3}}$, allow one such wave per area $n^{-2/3}=4.6\times10^{-14}\ \mathrm{cm^2}$. The product is
\begin{equation}
\rho\sim(1.29\times10^4\ \Omega)(4.6\times10^{-14}\ \mathrm{cm^2})
\approx6\times10^{-10}\ \Omega\,\mathrm{cm^2}.
\end{equation}
The scale is therefore somewhat below $10^{-9}\ \Omega\,\mathrm{cm^2}$. The factor in front requires a proper count, and a decision about how much of the resistance belongs to one contact.

\section{Counting the modes}

Take a wide, flat contact normal to $z$, effective-mass bands, and independent electrons at zero temperature. Let two reservoirs differ in electrochemical energy by $eV$. For one spin and one valley, the current density through a ballistic conductor is carried by states with $v_z=\hbar^{-1}\partial E/\partial k_z>0$:
\begin{align}
J&=e\int\frac{d^2k_\parallel}{(2\pi)^2}
\int_{v_z>0}\frac{dk_z}{2\pi}\,v_z(f_1-f_2)\nonumber\\
&=\frac{e}{h}\int\frac{d^2k_\parallel}{(2\pi)^2}\int dE\,(f_1-f_2).
\end{align}
The second line uses $v_z\,dk_z/2\pi=dE/h$: the velocity cancels against the one-dimensional density of states. For small $V$ the energy integral is $eV$ for each $\mathbf k_\parallel$ that has a propagating state at the Fermi energy. Hence $J=(e^2/h)MV$, where $M$ is the number of such $\mathbf k_\parallel$ per unit area.

For a spherical Fermi surface they fill a disk of radius $k_F$, so
\begin{equation}
M=\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{4\pi}.
\end{equation}
With two spins and $g$ equivalent valleys, the Sharvin resistivity is
\begin{equation}
\rho_S=\frac{h}{2e^2gM}.
\label{eq:sharvin}
\end{equation}
Scattering at the interface may mix the modes, but unitarity keeps the total transmission at or below the number of incoming semiconductor modes. No coherent interface can therefore bring the resistivity between reservoirs below $\rho_S$.

The density fixes $k_F$:
\begin{equation}
n=2g\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{gk_F^3}{3\pi^2},
\qquad k_F=\left(\frac{3\pi^2n}{g}\right)^{1/3}.
\end{equation}
Substitution into Eq.~(\ref{eq:sharvin}) gives
\begin{equation}
\rho_S=\frac{2\pi h}{e^2g k_F^2}
=\frac{2\pi h}{e^2(3\pi^2)^{2/3}}\,g^{-1/3}n^{-2/3}.
\end{equation}
The mass has dropped out, because at fixed density the size of the sphere does not depend on it. For $g=1$ and $n=10^{20}\ \mathrm{cm^{-3}}$, $k_F=1.436\ \mathrm{nm^{-1}}$ and $M=0.164\ \mathrm{nm^{-2}}$, so
\begin{equation}
\rho_S=\frac{1}{(7.748\times10^{-5}\ \mathrm{S})(1.641\times10^{13}\ \mathrm{cm^{-2}})}
=7.9\times10^{-10}\ \Omega\,\mathrm{cm^2}.
\end{equation}
At $10^{19}$ and $10^{21}\ \mathrm{cm^{-3}}$ the values are $3.7\times10^{-9}$ and $1.7\times10^{-10}\ \Omega\,\mathrm{cm^2}$.

\section{The share of one contact}

A ballistic conductor between reservoirs has two ends, and $\rho_S$ belongs to the whole. The resistivity of one contact can be defined by extrapolation: resistance is measured against length in a diffusive conductor, extrapolated to zero length, and halved. This definition needs a transport calculation.

Let the semiconductor fill $z>0$, with isotropic elastic scattering and mean free path $\ell$. Let $f(z,u)$ be the excess occupation, expressed as a voltage, of electrons with direction cosine $u$. Then
\begin{equation}
\ell u\,\frac{\partial f}{\partial z}=S-f,\qquad
S(z)=\frac12\int_{-1}^{1}f\,du.
\label{eq:transport}
\end{equation}
Set the metal voltage to zero. A perfect contact emits $f(0,u>0)=0$ and absorbs the arriving distribution $g_a(|u|)=f(0,u<0)$. In reduced units the flux towards the metal is
\begin{equation}
j=-\frac12\int_{-1}^{1}uf\,du=\frac12\int_0^1ug_a\,du .
\end{equation}
Averaging Eq.~(\ref{eq:transport}) over $u$ shows that $j$ is constant. Multiplying it by $u$ before averaging removes $S$ by symmetry and gives
\begin{equation}
\ell\frac{dK}{dz}=j,\qquad K=\frac12\int_{-1}^{1}u^2f\,du .
\end{equation}
Far from the contact $f$ is an isotropic part $S$ plus a part odd in $u$, so $K=S/3$. The voltage there is $S=3K(0)+3jz/\ell$, and its extrapolated drop at the contact is $3K(0)$.

To convert units, note that a reservoir at voltage $V$ emitting into a ballistic conductor gives $j=\frac12\int_0^1uV\,du=V/4$. Thus $V/j=4$ corresponds to $\rho_S$. One contact has resistivity $c\rho_S$, with
\begin{equation}
c=\frac{3K(0)}{4j}
=\frac34\,\frac{\int_0^1u^2g_a\,du}{\int_0^1ug_a\,du},
\label{eq:c}
\end{equation}
and each mean free path of semiconductor adds $\frac34\rho_S$.

The ratio of integrals is the mean of $u$ with weight $ug_a$. It equals $2/3$ for constant $g_a$ and is larger if $g_a$ increases with $u$. Solving Eq.~(\ref{eq:transport}) along an arriving path gives
\begin{equation}
g_a(u)=\int_0^\infty S(u\ell s)e^{-s}ds,
\end{equation}
which increases with $u$ when $S$ rises away from the contact, because steeper paths bring electrons from deeper inside. Under that condition $c\ge\frac12$ for a perfect contact. An imperfect contact also returns some of the arriving electrons, so $f(0,u>0)\ge0$. Compare it with a perfect contact at the same $j$. The difference between the two solutions carries no net current and obeys the same linear equation. Traced backwards, its electron paths all return to the surface, so it is an average of the non-negative values emitted there. The extrapolated voltage drop, and with it $c$, therefore cannot be smaller than for the perfect contact. For a semiconductor of uniform density up to the contact, with $S$ rising away from it, $\rho_S/2$ is therefore a lower bound for one contact. This bound is called the floor below; the perfect contact itself lies slightly above it.

To obtain $c$ itself, I solved the integral equation for $S$ in slabs of 6 and 12 mean free paths between perfect contacts, using cells with constant $S$. The voltage profile was monotonic, and extrapolation gave $c=0.533$. A perfect contact to this diffusive semiconductor thus lies about 7\% above the floor. For one valley at $10^{20}\ \mathrm{cm^{-3}}$ the floor is $3.9\times10^{-10}\ \Omega\,\mathrm{cm^2}$.

\section{Ellipsoidal valleys}

Germanium makes the shape of the Fermi surface matter: its four L valleys are long ellipsoids tilted with respect to a [001] contact. Write $E=\frac12\hbar^2\mathbf k^{T}W\mathbf k$, where $W$ is the inverse-mass matrix with principal values $1/m_i$. If $n_i$ are the components of the contact normal along the principal axes, then
\begin{equation}
\frac1{m_z}=W_{zz}=\sum_i\frac{n_i^2}{m_i}.
\end{equation}
A given $\mathbf k_\parallel$ carries current if the minimum of $E$ over $k_z$ lies below $E_F$. That minimum is $\frac12\hbar^2\mathbf k_\parallel^TA\mathbf k_\parallel$, where eliminating $k_z$ gives $\det A=\det W/W_{zz}$. The allowed region is an ellipse of area $\pi(2E_F/\hbar^2)/\sqrt{\det A}$, so
\begin{equation}
M=\frac{m_pE_F}{2\pi\hbar^2},\qquad
m_p=\sqrt{\frac{m_1m_2m_3}{m_z}} .
\end{equation}
Define $m_d=(m_1m_2m_3)^{1/3}$. Equal density means equal volume in $k$ space, hence $E_F=\hbar^2k_F^2/2m_d$ with $k_F$ the radius of the equivalent sphere. Therefore
\begin{equation}
M=\frac{m_p}{m_d}\frac{k_F^2}{4\pi}
=\sqrt{\frac{m_d}{m_z}}\,\frac{k_F^2}{4\pi}.
\end{equation}

Rough masses are $m_l=1.6\,m_0$ and $m_t=0.08\,m_0$. For [001], every L valley has $n_l^2=1/3$, so $m_0/m_z=1/4.8+2/0.24=8.54$ and $m_z=0.117\,m_0$. With $m_d=0.217\,m_0$, the mode count rises by $\sqrt{0.2172/0.1171}=1.36$. Four spherical valleys would give $5.0\times10^{-10}\ \Omega\,\mathrm{cm^2}$; the tilted ellipsoids give
\begin{equation}
\rho_S=3.6\times10^{-10}\ \Omega\,\mathrm{cm^2},\qquad
\tfrac12\rho_S=1.8\times10^{-10}\ \Omega\,\mathrm{cm^2}.
\end{equation}
The spherical one-valley figure is thus no universal minimum. The factor $c$ carries over if scattering equalizes occupation over the Fermi surface at a constant rate: rescaling the ellipsoid to a sphere leaves $v_z$ uniformly distributed, with the same limits in all four valleys.

\section{Temperature}

At temperature $T$ the mode count is averaged with weight $-\partial f/\partial E$. For chemical potential $\mu$ measured from the band edge,
\begin{equation}
M_T=\frac{m_p}{2\pi\hbar^2}\int_0^\infty f\,dE
=\frac{m_pk_BT}{2\pi\hbar^2}\ln\!\left(1+e^{\mu/k_BT}\right).
\end{equation}
Let $N(E)\propto E^{3/2}$ be the density of states integrated up to $E$. Integration by parts gives $n=\langle N\rangle$ with the same weight. Since $M(E)\propto N^{2/3}$ is concave in $N$, Jensen's inequality gives $\langle N^{2/3}\rangle\le n^{2/3}$. For equivalent parabolic valleys at fixed density, $\rho_S$ at any temperature is therefore at least its value at absolute zero.

In the dilute limit, $M_T\simeq m_pk_BTe^{\mu/k_BT}/2\pi\hbar^2$ and $n\simeq2g(m_dk_BT/2\pi\hbar^2)^{3/2}e^{\mu/k_BT}$. Eliminating $\mu$ gives
\begin{equation}
\rho_S\simeq\frac{\sqrt{2\pi m_zk_BT}}{e^2n},
\end{equation}
so the law changes from $n^{-2/3}$ to $n^{-1}$ and the mass returns.

The germanium example is near the degenerate limit: $E_F=0.144$ eV, and at 300 K $\rho_S$ rises by 3\% to $3.7\times10^{-10}\ \Omega\,\mathrm{cm^2}$. Adding the $\Gamma$ valley and six $\Delta$ valleys, at rough offsets of 0.14 and 0.18 eV and with rough masses $0.04\,m_0$ for $\Gamma$ and $0.95\,m_0$, $0.20\,m_0$ for $\Delta$, puts 5\% of the electrons there; heavier $\Delta$ masses would raise this share. At the same total density this lowers $\rho_S$ by about 2\%.

\section{Comparison with a barrier}

The largest omission is reflection. A free-electron metal with a rough Fermi energy of 5.5 eV has $k_F=12.0\ \mathrm{nm^{-1}}$. The L valleys project to $7.9\ \mathrm{nm^{-1}}$ and extend at most $2.5\ \mathrm{nm^{-1}}$ further, so the metal has states at every required $\mathbf k_\parallel$. With no barrier, matching $\psi$ and $\psi'/m$ across the velocity step gives a mean transmission of about 0.8.

Now add a Schottky barrier $\phi_B=0.55$ eV, with relative permittivity 16. Full depletion, which neglects the electrons remaining in the lower part of the barrier, gives the potential energy $B(1-z/W)^2$, where $B=\phi_B+\mu$ and
\begin{equation}
W=\sqrt{\frac{2\varepsilon B}{e^2n}}=3.5\ \mathrm{nm}.
\end{equation}
Transverse states have constant density in energy, so modes are uniform in the normal energy $E_z$. Thermal averaging then gives
\begin{equation}
\bar{\mathcal T}=\frac{\int_0^\infty\mathcal T(E_z)f(E_z)\,dE_z}
{\int_0^\infty f(E_z)\,dE_z}.
\end{equation}
I computed $\mathcal T$ by transfer matrices, holding the normal wave number in the metal at its value for the valley centre and using the parabolic band inside the barrier as well. At 300 K, $\bar{\mathcal T}=0.064$, and the resistivity between reservoirs is
\begin{equation}
\frac{\rho_S}{\bar{\mathcal T}}
=\frac{3.74\times10^{-10}}{0.0645}
\approx6\times10^{-9}\ \Omega\,\mathrm{cm^2}.
\end{equation}
The peak field, $2B/eW=4$ MV/cm, implies an image-force lowering $\sqrt{e^3F/4\pi\varepsilon}\approx0.19$ eV. Reducing $B$ by that amount, which also narrows $W$ to 3.0 nm, raises $\bar{\mathcal T}$ to 0.20 and brings the result to $2\times10^{-9}\ \Omega\,\mathrm{cm^2}$. This overstates the correction: the image term $e^2/16\pi\varepsilon z$ reaches 0.19 eV only within about 0.12 nm of the metal, is half of that at the new peak near 0.24 nm, and falls as $1/z$ through the rest of the layer. The two results, a factor of three apart, therefore bracket the effect of the image force in this model. They do not bracket the error of the model itself: electrons remaining in the layer make the barrier thicker (keeping them in Poisson's equation lowers $\bar{\mathcal T}$ from 0.064 to about 0.04), while a band that is not parabolic in the gap can let the waves decay more slowly. The resistivity is an order-of-magnitude estimate.

These parameters resemble a metal on heavily doped n-type germanium, where the Fermi level tends to be pinned far below the conduction band. An active density of $10^{20}\ \mathrm{cm^{-3}}$ is at the high end of what is achieved. Good contacts have resistivities of very roughly $10^{-8}\ \Omega\,\mathrm{cm^2}$, well above the floor. Of the effects estimated here, imperfect transmission matters most: with full depletion it multiplies the resistivity between reservoirs by roughly 5 to 16, which puts one contact, at about $\rho_S(1/\bar{\mathcal T}-\tfrac12)$, roughly 9 to 30 times above the floor $\rho_S/2$, whereas temperature and higher valleys change $\rho_S$ by a few per cent. The depletion layer is also less than two mean donor spacings ($n^{-1/3}=2.2$ nm) thick, so a smooth barrier is itself a crude description. At fixed density, a thinner or lower barrier can bring a contact closer to the floor; lowering the zero-temperature floor itself requires more electrons or a more favourable Fermi surface.
